# Piecewise linearity of E(N) from distant replicas: a numerical check

```python
"""
Result under test: for a system with integer ground-state energies E_N that are
convex in N, the energy at fractional electron number is the straight line
    E(N + w) = (1 - w) E_N + w E_(N+1),   w = p/q,
because q distant copies sharing q*N + p electrons have that energy per copy and
a ground state in which every copy carries (1 - w) rho_N + w rho_(N+1).

System: Mg with 10, 11, 12 electrons, frozen Mg2+ core, 6-31G basis, full CI in
two s and three p valence orbitals per atom. Several distant atoms are solved
as ONE Coulomb system and compared with isolated atoms.
R = distance between copies, alpha = dipole polarizability of the neutral atom.
Hartree atomic units throughout.
"""
from itertools import product
from math import comb
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft, fci, ao2mo

EV = constants.value("Hartree energy in eV")
BASIS = "6-31g"

# ---------- orbitals of one atom, taken from the closed-shell Mg2+ core ----------
ion = gto.M(atom=[("Mg", (0.0, 0.0, 0.0))], unit="Bohr", basis=BASIS,
            charge=2, spin=0, verbose=0)
core_scf = scf.RHF(ion)
core_scf.conv_tol = 1e-12
core_scf.kernel()
assert core_scf.converged
C = core_scf.mo_coeff
s_rows = [i for i, lab in enumerate(ion.ao_labels(fmt=None)) if lab[2][-1] == "s"]
virtuals = range(5, C.shape[1])
s_virt = [i for i in virtuals if np.linalg.norm(C[s_rows, i]) > 0.1]
p_virt = [i for i in virtuals if i not in s_virt]
C_core, C_val = C[:, :5], C[:, s_virt[:2] + p_virt[:3]]
n_orb = C_val.shape[1]
assert n_orb == 5


def valence_hamiltonian(centres):
    """Constant, one- and two-electron parts for Mg atoms at the given centres."""
    q = len(centres)
    mol = gto.M(atom=[("Mg", tuple(c)) for c in centres], unit="Bohr",
                basis=BASIS, charge=2 * q, spin=0, verbose=0)
    core, val = np.kron(np.eye(q), C_core), np.kron(np.eye(q), C_val)
    both = np.hstack([core, val])
    overlap = both.T @ mol.intor("int1e_ovlp") @ both
    assert np.abs(overlap - np.eye(len(overlap))).max() < 1e-8
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e", aosym="s8")
    dm = 2 * core @ core.T
    vj, vk = scf.hf.dot_eri_dm(eri, dm, hermi=1)
    veff = vj - 0.5 * vk
    const = mol.energy_nuc() + np.sum(dm * (h + 0.5 * veff))
    return const, val.T @ (h + veff) @ val, ao2mo.full(eri, val)


def full_ci(h1, eri, nelec, nroots=1):
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    solver.conv_tol = 1e-11
    solver.max_cycle = 200
    solver.pspace_size = 1000
    e, c = solver.kernel(h1, eri, h1.shape[0], nelec, nroots=nroots)
    return solver, e, c


def centres(q, R):
    pts = [(0.0, 0.0, 0.0), (R, 0.0, 0.0), (R / 2, R * np.sqrt(3) / 2, 0.0)]
    return pts[:q]


# ---------- isolated atom with 0, 1, 2 valence electrons ----------
E10, h_at, eri_at = valence_hamiltonian(centres(1, 0.0))
eps, vec = np.linalg.eigh(h_at)
E11 = E10 + eps[0]
gamma11 = np.outer(vec[:, 0], vec[:, 0])
solver, e_val, ci = full_ci(h_at, eri_at, (1, 1))
E12 = E10 + e_val
gamma12 = solver.make_rdm1(ci, n_orb, (1, 1))
I_neutral, I_ion = E11 - E12, E10 - E11
assert I_ion > I_neutral > 0          # convexity of the integer energies

# polarizability of the neutral atom by a finite field
field = 0.001
z_val = C_val.T @ ion.intor("int1e_r")[2] @ C_val
e_field = full_ci(h_at + field * z_val, eri_at, (1, 1))[1]
alpha = -2 * (e_field - e_val) / field**2


# ---------- distant copies solved as one system ----------
def shared_density_error(solver, states, q, nelec, w):
    """Equal superposition of the localized placements: density of each copy."""
    norb = q * n_orb
    L = np.zeros((q, q))
    for i in range(q):
        for j in range(q):
            d = np.diag(solver.trans_rdm1(states[i], states[j], norb, nelec))
            L[i, j] = sum(k * d[k * n_orb:(k + 1) * n_orb].sum() for k in range(q))
    labels, U = np.linalg.eigh(0.5 * (L + L.T))
    # q - 1 or fewer extra electrons: labels must be consecutive integers
    assert np.abs(labels - np.round(labels)).max() < 1e-4
    assert np.abs(np.diff(labels) - 1).max() < 1e-4
    weights = U.sum(axis=1) / np.sqrt(q)
    psi = sum(a * s for a, s in zip(weights, states))
    dm = solver.make_rdm1(psi, norb, nelec)
    target = (1 - w) * gamma11 + w * gamma12
    blocks = [dm[k * n_orb:(k + 1) * n_orb, k * n_orb:(k + 1) * n_orb]
              for k in range(q)]
    return max(np.abs(b - target).max() for b in blocks), [np.trace(b) for b in blocks]


R_far = 1000.0
const, h1, eri = valence_hamiltonian(centres(2, R_far))
sol, e, states = full_ci(h1, eri, (2, 1), nroots=2)
E_half = const + e[0]
split_half = e[1] - e[0]
err_half, pop_half = shared_density_error(sol, states, 2, (2, 1), 1 / 2)
assert abs(E_half - (E11 + E12)) < 1e-7
assert split_half < 1e-7 and err_half < 3e-4

const, h1, eri = valence_hamiltonian(centres(3, R_far))
sol, e, states = full_ci(h1, eri, (3, 1), nroots=3)
E_third = const + e[0]
split_third = e[2] - e[0]
err_third, pop_third = shared_density_error(sol, states, 3, (3, 1), 1 / 3)
excess_third = E_third - (2 * E11 + E12)
assert abs(excess_third * R_far - 1) < 1e-3      # one pair of unit charges
assert split_third < 1e-7 and err_third < 3e-4

E_two_thirds = const + full_ci(h1, eri, (3, 2))[1]
assert abs(E_two_thirds - (E11 + 2 * E12)) < 1e-7

# approach to the limit for one ion and one neutral atom
residual = {}
for R in (40.0, 80.0):
    const, h1, eri = valence_hamiltonian(centres(2, R))
    residual[R] = const + full_ci(h1, eri, (2, 1), nroots=2)[1][0] - (E11 + E12)
    assert abs(residual[R] * R**4 / (-alpha / 2) - 1) < 0.05


# ---------- placement rule by enumeration ----------
def best_placements(ladder, q, M):
    table = [(sum(ladder[n] for n in occ), occ)
             for occ in product(range(len(ladder)), repeat=q) if sum(occ) == M]
    low = min(t[0] for t in table)
    return low, [occ for en, occ in table if en < low + 1e-9]


mg_ladder = [0.0, E11 - E10, E12 - E10]
for q in range(2, 7):
    for N in (0, 1):
        for p in range(1, q):
            low, occs = best_placements(mg_ladder, q, q * N + p)
            line = (1 - p / q) * mg_ladder[N] + p / q * mg_ladder[N + 1]
            assert abs(low / q - line) < 1e-10
            assert len(occs) == comb(q, p)
            assert all(set(occ) == {N, N + 1} for occ in occs)
count_third = len(best_placements(mg_ladder, 3, 4)[1])

bad_ladder = [0.0, -0.2, -0.6]                    # violates convexity
bad_low, bad_occ = best_placements(bad_ladder, 2, 2)
assert bad_low / 2 < bad_ladder[1] and (1, 1) not in bad_occ


# ---------- approximate functionals at fractional occupation ----------
def fractional_energy(method, w):
    atom = gto.M(atom="Mg 0 0 0", basis=BASIS, spin=0, verbose=0)
    if method == "HF":
        mf = scf.UHF(atom)
    else:
        mf = dft.UKS(atom)
        mf.xc = "lda,vwn"

    def occupation(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, len(mo_energy[0])))
        occ[0, :6] = 1
        occ[1, :5] = 1
        occ[1, 5] = w
        return occ

    mf.get_occ = occupation
    mf.conv_tol = 1e-10
    energy = mf.kernel()
    assert mf.converged
    return energy


deviation = {}
for method in ("HF", "LDA"):
    e0, em, e1 = [fractional_energy(method, w) for w in (0.0, 0.5, 1.0)]
    deviation[method] = em - 0.5 * (e0 + e1)
assert deviation["HF"] > 0 > deviation["LDA"]

# ---------- output ----------
print(f"E(10 electrons) = {E10:.6f} hartree")
print(f"E(11 electrons) = {E11:.6f} hartree")
print(f"E(12 electrons) = {E12:.6f} hartree")
print(f"E10-E11 = {I_ion:.6f} hartree = {I_ion*EV:.3f} eV")
print(f"E11-E12 = {I_neutral:.6f} hartree = {I_neutral*EV:.3f} eV")
print(f"slope jump at 11 electrons = {I_ion-I_neutral:.6f} hartree")
print(f"distance of copies R = {R_far:.0f} bohr")
for name, tot, q, p in (("1/3", E_third, 3, 1), ("1/2", E_half, 2, 1),
                        ("2/3", E_two_thirds, 3, 2)):
    line = (1 - p / q) * E11 + p / q * E12
    print(f"w={name}: total energy of {q} copies = {tot:.6f} hartree")
    print(f"w={name}: energy per copy = {tot/q:.6f} hartree")
    print(f"w={name}: straight line = {line:.6f} hartree")
    print(f"w={name}: per copy minus line = {tot/q-line:.2e} hartree")
print(f"w=1/3: total excess times R = {excess_third*R_far:.5f} (pure number)")
print(f"w=1/3: number of degenerate placements = {count_third}")
print(f"w=1/2: splitting of the 2 lowest states = {split_half:.1e} hartree")
print(f"w=1/3: splitting of the 3 lowest states = {split_third:.1e} hartree")
print("w=1/2: valence electrons per copy =", " ".join(f"{x:.5f}" for x in pop_half))
print("w=1/3: valence electrons per copy =", " ".join(f"{x:.5f}" for x in pop_third))
print(f"w=1/2: largest density-matrix error = {err_half:.1e}")
print(f"w=1/3: largest density-matrix error = {err_third:.1e}")
print(f"polarizability of neutral Mg = {alpha:.3f} bohr^3")
for R, d in residual.items():
    print(f"w=1/2, R={R:.0f} bohr: total minus limit = {d:.4e} hartree")
    print(f"w=1/2, R={R:.0f} bohr: -alpha/(2R^4) = {-alpha/(2*R**4):.4e} hartree")
print("non-convex ladder E0, E1, E2 =", bad_ladder, "hartree")
print("non-convex: best placements of 2 electrons on 2 copies =", bad_occ)
print(f"non-convex: energy per copy = {bad_low/2:.3f} hartree")
for method, d in deviation.items():
    print(f"{method} midpoint minus chord = {d:.6f} hartree = {d*EV:.3f} eV")
print("all good")
```

It prints:

```
E(10 electrons) = -198.811709 hartree
E(11 electrons) = -199.351816 hartree
E(12 electrons) = -199.626071 hartree
E10-E11 = 0.540106 hartree = 14.697 eV
E11-E12 = 0.274255 hartree = 7.463 eV
slope jump at 11 electrons = 0.265851 hartree
distance of copies R = 1000 bohr
w=1/3: total energy of 3 copies = -598.328702 hartree
w=1/3: energy per copy = -199.442901 hartree
w=1/3: straight line = -199.443234 hartree
w=1/3: per copy minus line = 3.33e-04 hartree
w=1/2: total energy of 2 copies = -398.977887 hartree
w=1/2: energy per copy = -199.488943 hartree
w=1/2: straight line = -199.488943 hartree
w=1/2: per copy minus line = -1.05e-11 hartree
w=2/3: total energy of 3 copies = -598.603958 hartree
w=2/3: energy per copy = -199.534653 hartree
w=2/3: straight line = -199.534653 hartree
w=2/3: per copy minus line = -1.41e-11 hartree
w=1/3: total excess times R = 1.00000 (pure number)
w=1/3: number of degenerate placements = 3
w=1/2: splitting of the 2 lowest states = 2.2e-16 hartree
w=1/3: splitting of the 3 lowest states = 6.7e-16 hartree
w=1/2: valence electrons per copy = 1.50000 1.50000
w=1/3: valence electrons per copy = 1.33333 1.33333 1.33333
w=1/2: largest density-matrix error = 4.2e-06
w=1/3: largest density-matrix error = 1.2e-05
polarizability of neutral Mg = 42.445 bohr^3
w=1/2, R=40 bohr: total minus limit = -8.3521e-06 hartree
w=1/2, R=40 bohr: -alpha/(2R^4) = -8.2900e-06 hartree
w=1/2, R=80 bohr: total minus limit = -5.1907e-07 hartree
w=1/2, R=80 bohr: -alpha/(2R^4) = -5.1813e-07 hartree
non-convex ladder E0, E1, E2 = [0.0, -0.2, -0.6] hartree
non-convex: best placements of 2 electrons on 2 copies = [(0, 2), (2, 0)]
non-convex: energy per copy = -0.300 hartree
HF midpoint minus chord = 0.002012 hartree = 0.055 eV
LDA midpoint minus chord = -0.027190 hartree = -0.740 eV
all good
```
